Karplus angular law from a four-electron valence-bond model of vicinal coupling

## First derivation: bonds polarized by nuclear fields

### Definitions and conventions

Consider the fragment H–C–C–H. The dihedral angle φ is the angle between the two H–C–C planes: φ = 0° when the hydrogens are eclipsed and 180° when they are anti. Bond lengths and bond angles are fixed. Four electrons occupy four orbitals, numbered along the fragment:

1 = h1, 2 = c1, 3 = c2, 4 = h2.

Here h1 and h2 are hydrogen 1s orbitals, and c1 and c2 are the carbon hybrids that point at them. The electrons of the C–C bond and of the other substituents are not treated explicitly.

The spin operators s₁ to s₄ of the electrons, and I₁ and I₄ of the two protons, are dimensionless; factors of ħ are absorbed in the coefficients. The coupling constant J, a frequency, is defined by the nuclear energy operator

H_nuc = hJ I₁·I₄.

For two spins ½ with total spin S, the scalar product is

s·s′ = ½[S(S + 1) − 3/2],

which is −3/4 for the singlet and +1/4 for the triplet. The nuclear triplet therefore lies hJ above the nuclear singlet, and a positive J favours antiparallel protons.

In a covalent valence-bond structure each orbital holds one electron, so the remaining freedom is that of four spins. If a pair of orbitals has a triplet that lies A above its singlet, then A s·s′ reproduces this gap, apart from a constant. I assume that the total energy is a sum of such pair terms, and I keep the two C–H bonds and the contact between the carbon hybrids:

H = Δ(s₁·s₂ + s₃·s₄) + λ s₂·s₃.

The bond gap Δ is positive and |λ| is much smaller than Δ. In valence-bond language a covalent pair has singlet energy Q + X and triplet energy Q − X, where X is the exchange integral and overlap denominators are neglected. The gap is −2X, so λ = −2X. A bonding exchange integral is negative and gives a positive λ. The dihedral angle enters through λ(φ).

### The contact interaction and the definition of the response

The interaction between the protons and the electrons is the Fermi contact term. To fix its sign and size, picture a nuclear moment g_p μ_N I spread uniformly over a tiny sphere. The field inside a uniformly magnetized sphere is 2μ₀M/3, where M is the moment per volume. When the sphere shrinks, this becomes a field (2/3)μ₀ g_p μ_N I δ(r). The electron moment is −g_e μ_B s, with g_e taken positive, and its energy is minus moment times field. Averaging the delta function over the hydrogen orbital gives

W = a(I₁·s₁ + I₄·s₄),

a = (2/3) μ₀ g_e μ_B g_p μ_N |ψ(0)|².

For a free hydrogen 1s orbital, |ψ(0)|² = 1/(πa₀³), with a₀ the Bohr radius. The density of the other orbitals at each proton is neglected, as are the orbital and spin-dipolar interactions.

The electronic ground state |0⟩ is a singlet, so ⟨0|s₁|0⟩ = ⟨0|s₄|0⟩ = 0 and W has no first-order effect. In second order, the terms containing both protons involve

X_μν = Σₙ ⟨0|s₁μ|n⟩⟨n|s₄ν|0⟩/(Eₙ − E₀),

where μ and ν label Cartesian axes. The state |0⟩ and the Hamiltonian H are unchanged by spin rotations. A tensor with two indices that is unchanged by every rotation is a multiple of the unit tensor, so X_μν = R δ_μν. The z component gives R. In the usual basis H and the z operators are real, hence R is real and the two orders, s₁ before s₄ and s₄ before s₁, contribute equally. The second-order energy carries denominators E₀ − Eₙ, which supply a minus sign:

hJ = −2a²R.

The same number can be found without a sum over states. Replace the proton operators by fixed fields, adding b s₁z + b′s₄z to H. The part of the ground energy proportional to bb′ is −2R bb′. Therefore

E(b, b′) contains χ bb′, and hJ = a²χ.

The fields b and b′ are energies, and χ is an inverse energy. This replacement is legitimate because J needs one coefficient of an isotropic tensor, which fields along z suffice to determine.

### Response of one bond

For a pair, write the first spin first and define

S = (↑↓ − ↓↑)/√2, T₀ = (↑↓ + ↓↑)/√2, T₊ = ↑↑, T₋ = ↓↓.

The z operator of the first spin multiplies ↑↓ by +½ and ↓↑ by −½; that of the second does the opposite. Thus

s_first,z S = +½T₀, s_second,z S = −½T₀,

and the same relations hold with S and T₀ interchanged.

In bond (1,2) the field acts on the first spin. It couples S to T₀ with matrix element b/2, and T₀ lies Δ higher. First-order perturbation theory gives

S′₁₂ = S − βT₀, β = b/(2Δ).

The spin averages are twice the product of the mixing coefficient and the matrix element:

⟨s₁z⟩ = 2(−β)(+½) = −β,

⟨s₂z⟩ = 2(−β)(−½) = +β.

The electron at the hydrogen turns against its field, and its partner turns the other way by the same amount, because S and T₀ both have total spin projection zero.

In bond (3,4) the field acts on the second spin, so the coupling is −b′/2 and the admixture changes sign:

S′₃₄ = S + β′T₀, β′ = b′/(2Δ),

⟨s₃z⟩ = 2(+β′)(+½) = +β′, ⟨s₄z⟩ = −β′.

### The coupling between the bonds

Without λ the two bonds are independent and their energy has no term in bb′. To first order in λ, the energy change is the average of λ s₂·s₃ in the product state S′₁₂S′₃₄. The average of a product over a product state is the product of the averages. The x and y averages vanish, because those operators change the spin projection and S and T₀ both have projection zero. What remains is

E₁ = λ⟨s₂z⟩⟨s₃z⟩ = λββ′ = λbb′/(4Δ²).

Reading off χ gives the central result:

hJ = a²λ/(4Δ²).

Each factor has a plain origin. One factor a/(2Δ) measures how strongly a proton polarizes the far end of its own bond, the second does the same for the other bond, and λ couples the two polarized ends. A positive λ gives a positive J.

The same averages show what happens if other exchange paths between the bonds are kept. The products ⟨s₁z⟩⟨s₃z⟩ and ⟨s₂z⟩⟨s₄z⟩ are −ββ′, and ⟨s₁z⟩⟨s₄z⟩ is +ββ′. Hence λ is replaced by

λ₂₃ − λ₁₃ − λ₂₄ + λ₁₄.

At this order the model with λ₂₃ alone requires the combination −λ₁₃ − λ₂₄ + λ₁₄ to be small in comparison with λ₂₃, which is certainly so if each of the three is small.

### How large may λ be?

The next term follows from second-order perturbation theory in λ. Write

s₂·s₃ = s₂z s₃z + ½(s₂₊s₃₋ + s₂₋s₃₊).

The first term leads to states in which both bonds keep projection zero. The squared matrix elements and the energies are then even in b and even in b′ separately, so they contain no bb′ term. The flip terms lead to T₊T₋ and T₋T₊. For T₊T₋ the two factors are

⟨S′₁₂|s₂₋|T₊⟩ = (1 − β)/√2, ⟨S′₃₄|s₃₊|T₋⟩ = (1 + β′)/√2,

because both operators produce ↑↓, which overlaps with S and with T₀ by 1/√2. With the prefactor ½, the squared amplitude is

(1 − β)²(1 + β′)²/16.

The excitation energy is 2Δ + (b − b′)/2 = 2Δ(1 + d/2), with d = β − β′. Terms quadratic in one field alone do not matter. The needed expansions are

(1 − β)²(1 + β′)² → 1 − 2d − 4ββ′,

1/(1 + d/2) → 1 − d/2 + d²/4.

The ββ′ part of their product has three pieces: −4 from the amplitude, −2 from (−2d)(−d/2) = d², and −½ from d²/4. Their sum is −13/2. The state T₋T₊ has the signs of both fields reversed and gives the same amount. The energy is minus λ² times the sum:

E₂ = −λ² × 2 × (1/16) × (1/(2Δ)) × (−13/2)ββ′ = 13λ²ββ′/(32Δ).

Therefore

hJ = [a²λ/(4Δ²)] [1 + 13λ/(32Δ) + …].

For λ/Δ = 0.05 the correction is about 2% of the leading term.

### The angle in the hybrid orbitals

Put the z axis along C–C, from the first carbon to the second. A tetrahedral hybrid is half an s orbital plus √3/2 of a p orbital along its direction. Two hybrids on one atom at angle θ are orthogonal if ¼ + ¾cosθ = 0, which gives cosθ = −1/3. The C–H directions are

d₁ = (sinθ, 0, cosθ),

d₂ = (sinθ cosφ, sinθ sinφ, −cosθ).

Collect the s and p_z parts into an axial function σ, which is not normalized. Then

c1 = σ₁ + ηx₁,

c2 = σ₂ + η(cosφ x₂ + sinφ y₂),

with x and y the transverse p orbitals and η² = ¾sin²θ = ¾ × 8/9 = 2/3.

Atomic orbitals on the two carbons overlap. Symmetric orthogonalization multiplies them by the inverse square root of their overlap matrix. That matrix is unchanged by rotations about z and by reflections through planes containing z, so the new orbitals transform as the old ones did. The expansions above keep their form, and c1 and c2, built from orthonormal functions on different centres, are orthogonal at every φ.

Let the effective one-electron Hamiltonian share this axial symmetry. It cannot connect σ with x or y, nor x with y, and its x₁–x₂ and y₁–y₂ elements have one common value t_π. The hopping between the hybrids is then

t(φ) = t₀ + t₁cosφ, t₁ = η²t_π,

where t₀ is the element between σ₁ and σ₂.

### From hopping to exchange

Place two electrons in c1 and c2. The covalent singlet has the spatial function (c1c2 + c2c1)/√2. Hopping connects it to each ionic function, c1c1 or c2c2, with element (t + t)/√2 = √2 t. It therefore couples to the even combination (c1c1 + c2c2)/√2 with element 2t. For the covalent triplet, whose spatial function has a minus sign, the two contributions cancel. Let U be the energy of an ionic function above a covalent one. The singlet matrix has diagonal elements 0 and U and off-diagonal element 2t, while the triplet stays at zero, so the gap is

λ = ½[√(U² + 16t²) − U] = 4t²/U − 16t⁴/U³ + ….

Keeping the first term, which requires 4t² much less than U², and inserting it in the coupling gives

J(φ) = a²(t₀ + t₁cosφ)²/(hUΔ²).

Expanding the square,

J(φ) = A + B cosφ + C cos²φ,

A = p t₀², B = 2p t₀t₁, C = p t₁², p = a²/(hUΔ²).

The pure law J = C cos²φ is the special case t₀ = 0. The transverse p orbitals then carry all the hopping, and their alignment varies as cosφ. The square appears because the exchange needs a hop to the other carbon and a hop back.

## Second derivation: excited states and symmetry

### Symbols and results carried over

The orbitals h1, c1, c2, h2 carry electron spins s₁ to s₄. The Hamiltonian is H = Δ(s₁·s₂ + s₃·s₄) + V, with V = λ s₂·s₃; Δ is the singlet–triplet gap of a C–H bond and λ the weak exchange coupling between the carbon hybrids. The contact constant is a, and

hJ = −2a²R, R = Σₙ ⟨0|s₁z|n⟩⟨n|s₄z|0⟩/(Eₙ − E₀).

Pair states are written in the order bond (1,2), bond (3,4). The z operator of the first spin of a pair turns S into +½T₀ and T₀ into +½S; that of the second spin has −½ in both places. The hopping between the hybrids is t = t₀ + t₁cosφ, and U is the cost of an ionic structure. The first derivation gave hJ = a²λ/(4Δ²) and, with λ = 4t²/U, the three-term law with coefficients A, B and C and prefactor p = a²/(hUΔ²).

### Why isolated bonds give no coupling

At λ = 0 the ground state is SS, and

s₁z SS = +½ T₀S, s₄z SS = −½ ST₀.

Each proton excites its own bond. The two excited states are orthogonal and have the same energy, so R vanishes. The exchange between the bonds can change this in two ways: by mixing the excited states and by correlating the ground state.

### First contribution: mixing of the excited states

The states T₀S and ST₀ both lie Δ above the ground state. Their diagonal elements of V vanish, because the average spin in a singlet bond is zero. The element between them comes from the z components:

⟨T₀S|V|ST₀⟩ = λ⟨T₀|s₂z|S⟩⟨S|s₃z|T₀⟩ = λ(−½)(+½) = −λ/4.

The x and y components do not contribute, since they change the projection of each bond. The proper excited states are therefore

P = (T₀S + ST₀)/√2, with excitation energy Δ − λ/4,

M = (T₀S − ST₀)/√2, with excitation energy Δ + λ/4.

The operator s₁z has element ½/√2 with both. The operator s₄z has element −½/√2 with P and +½/√2 with M. The products are −1/8 and +1/8, so

R_exc = −(1/8)/(Δ − λ/4) + (1/8)/(Δ + λ/4).

Bringing the fractions together gives −(λ/16)/(Δ² − λ²/16), which to first order in λ is

R_exc = −λ/(16Δ²).

### Second contribution: correlation in the ground state

Acting with V on SS excites both bonds. The z part gives (−½)(+½)T₀T₀ = −¼T₀T₀. For the flip parts,

s₂₊S = T₊/√2, s₃₋S = T₋/√2,

s₂₋S = −T₋/√2, s₃₊S = −T₊/√2,

and each product carries the prefactor ½. Altogether

V SS = (λ/4)(T₊T₋ + T₋T₊ − T₀T₀).

These states lie 2Δ above SS. First-order perturbation theory gives

|0⟩ = SS − [λ/(8Δ)](T₊T₋ + T₋T₊ − T₀T₀).

In valence-bond terms this is a small admixture of the other covalent singlet structure. Four spins have two independent singlets, and they can be represented by the pairings (12)(34) and (14)(23).

A z operator leaves T₊ and T₋ unchanged apart from a factor, so the first two terms stay doubly excited. The T₀T₀ term, whose coefficient is +λ/(8Δ), returns to singly excited states:

⟨ST₀|s₁z|0⟩ = +½ × λ/(8Δ) = λ/(16Δ),

⟨T₀S|s₄z|0⟩ = −½ × λ/(8Δ) = −λ/(16Δ).

Now both protons reach each excited state, one by the direct amplitude ±½ and the other through the correlation. The states T₀S and ST₀ contribute

R_corr = (½)[−λ/(16Δ)]/Δ + [λ/(16Δ)](−½)/Δ = −λ/(16Δ²).

There is no further term of first order. A doubly excited state needs an amplitude proportional to λ for each proton, which makes λ². The doubly excited component of a singly excited state has a coefficient proportional to λ and meets the same small component of the operator acting on |0⟩, which again makes λ².

The sum is R = −λ/(8Δ²), and therefore

hJ = −2a²R = a²λ/(4Δ²).

This is the result of the first derivation. It also shows that half of the coupling comes from the excited states and half from the ground state. A calculation that splits the excited levels but leaves the ground state as SS would give half of J.

### A warning about an average excitation energy

Consider simplifying the sum over states by putting a single energy E_av in every denominator, so that R = ⟨0|s₁z s₄z|0⟩/E_av. In this model the average can be evaluated. Since s₁z s₄z T₀T₀ = (+½)(−½)SS = −¼SS, and the cross term occurs twice,

⟨0|s₁z s₄z|0⟩ = 2 × [λ/(8Δ)] × (−¼) = −λ/(16Δ).

The correct R requires E_av = Δ/2. This lies below the lowest excitation, which is near Δ. The reason is that the contributions of P and M have opposite signs, so E_av is not a weighted average with positive weights. Setting E_av = Δ would again halve J.

### The angular form from symmetry

The three-term law can also be found without writing out the hopping. Suppose that λ is quadratic in the orbital c1 and quadratic in c2. This holds for 4t²/U with constant U, because t is linear in each orbital.

Keep c1 and the surroundings fixed and rotate c2 about the C–C axis. The hybrid consists of an axial part, independent of φ, and a transverse part containing cosφ and sinφ. A quadratic expression in c2 therefore contains no harmonic beyond cos2φ and sin2φ. Reflection in the plane of the first C–H bond and the C–C axis changes φ to −φ. If the surroundings have this symmetry, the sine terms vanish. With cos2φ = 2cos²φ − 1, what remains is

λ(φ) = l₀ + l₁cosφ + l₂cos²φ.

Three angles fix the coefficients:

l₀ = λ(90°),

l₁ = ½[λ(0°) − λ(180°)],

l₂ = ½[λ(0°) + λ(180°)] − λ(90°).

For hopping exchange the three values of λ are (4/U) times (t₀ + t₁)² at 0°, t₀² at 90° and (t₀ − t₁)² at 180°. Inserting them gives

l₀ = 4t₀²/U, l₁ = 8t₀t₁/U, l₂ = 4t₁²/U.

Multiplication by a²/(4hΔ²) returns A, B and C as before.

### Direct exchange

The symmetry argument covers one more contribution. The Coulomb repulsion between electrons in orthogonal orbitals contains the direct exchange integral

K = ∬ c1(r)c2(r) [e²/(4πε₀|r − r′|)] c1(r′)c2(r′) d³r d³r′.

It is twice the electrostatic self-energy of the density c1c2 and is positive. It raises the singlet by K and lowers the triplet by K. The repulsion also adds the integral with three factors of one hybrid and one of the other to the hopping element. If t is taken to include this part, then

λ = 4t²/U − 2K.

The integral added to t contains one of the hybrids only once. Turning that hybrid while the other stays fixed gives a constant and a term in cosφ, so t keeps its form. Each hybrid occurs twice in K. Hence K = k₀ + k₁cosφ + k₂cos²φ, and the three-term form survives with changed coefficients. Integrals in the STO-3G basis for two carbon centres 1.54 Å apart give k₀ = 0.013 eV, k₁ = −0.002 eV and k₂ = 0.020 eV. These numbers indicate only an order of magnitude and do not include the rest of a molecule. They are not converged with basis: a minimal basis of atomic natural orbitals (MINAO) gives 0.028, −0.003 and 0.034 eV, larger by a factor of 1.7 to 2.

### A worked example

Take the round model parameters Δ = 10 eV, U = 10 eV, t₀ = 0.1 eV and t₁ = −1 eV, and leave out K at first. They are illustrative, not fitted to a molecule. Fock elements between orthogonalized hybrids in STO-3G ethane have the same signs but are about −2.2, 0.2 and 2.4 eV at 0°, 90° and 180°; with such values λ/Δ and 4t²/U² are both near 0.2 at 180°, and the leading-order law is correspondingly rougher. The size of J and the ratio J(180°)/J(0°) below reflect the chosen parameters. The hydrogen 1s density gives a = 5.884 × 10⁻⁶ eV, or a/h = 1422.8 MHz. The prefactor is

p = (5.884 × 10⁻⁶ eV)(1.4228 × 10⁹ Hz)/(10 eV × 100 eV²) = 8.37 Hz/eV².

The coefficients follow:

A = 8.37 × 0.01 = 0.08 Hz,

B = 2 × 8.37 × 0.1 × (−1) = −1.67 Hz,

C = 8.37 × 1 = 8.37 Hz.

At four angles the law gives

φ = 0°: t = −0.9 eV, J = 6.78 Hz

φ = 60°: t = −0.4 eV, J = 1.34 Hz

φ = 90°: t = 0.1 eV, J = 0.08 Hz

φ = 180°: t = 1.1 eV, J = 10.13 Hz.

The difference J(180°) − J(0°) is −2B = 3.35 Hz. The anti coupling is the larger one because t₀ and t₁ were given opposite signs; equal signs would reverse the order. The minimum lies where t vanishes, at cosφ = −t₀/t₁ = 0.1, or φ = 84.3°. Over a uniform rotation cosφ averages to zero and cos²φ to ½, so the mean coupling is A + C/2 = 4.27 Hz.

At 180° the exchange coupling is λ = 4 × 1.21/10 = 0.484 eV. Exact diagonalization of the four-spin Hamiltonian with this λ gives 10.33 Hz, which is 2.0% above the leading law, as the correction 13λ/(32Δ) predicts. The neglected term in the expansion of λ acts in the other direction: its relative size is −4t²/U² = −4.8%.

Relative to the hopping part, direct exchange matters most where the hopping is small. At 90° the hopping part of λ is 0.004 eV, whereas 2k₀ is 0.027 eV. With that K, λ would be −0.023 eV, and the four-spin model would give about −0.5 Hz (about −1.1 Hz with the MINAO value of k₀). This does not predict the sign of J at 90° in a molecule. The omitted C–C bond supplies a positive, angle-independent path through the one-centre exchange between hybrids on the same carbon, 1.5 to 1.7 eV in these bases; added alone it would contribute several hertz, and further paths are omitted as well. A B3LYP/6-31G contact coupling for rigid ethane is about +0.8 Hz at 90°. At 180° the term 2K is 0.07 eV, about 14% of the hopping part.

The constant U is also an approximation. It is the repulsion of two electrons in one hybrid minus that between the two hybrids, and the second quantity depends on φ. In the same STO-3G integrals this repulsion between the two hybrids varies over a range of 0.46 eV around a mean of 7.5 eV (0.45 and 7.3 eV in the MINAO basis). A φ-dependent U in the denominator brings in higher harmonics.

### What ionic structures change

The C–H bonds have so far been covalent. A four-site Hubbard chain includes the ionic structures as well. Its on-site repulsion is set to U = 10 eV, and its C–H hopping of 7.07 eV is chosen so that an isolated bond has the same gap Δ. Full configuration interaction then gives J = 4.25 Hz at 180° and 2.85 Hz at 0°. For small t its prefactor is 3.51 Hz/eV², or 0.42 of the covalent value. For these parameters the covalent model thus gives a J about 2.4 times that of the chain. The factor depends on U at fixed Δ, so the absolute size of J from the covalent model is only a rough guide. The contact constant is no more certain: a 1s orbital contracted to exponent 1.24, as in molecular minimal bases, multiplies a² by 1.24⁶ = 3.6, which acts in the opposite direction.

The angular form is much less affected. Reversing the signs of both c2 and h2 changes t to −t and leaves everything else in the chain as it was, so J is even in t. At t = 0 the halves are independent and J vanishes. The leading term is therefore proportional to t², whatever the ionic character of the bonds. The ratio J(180°)/J(0°) is 1.49 both in the chain and in the law. When the repulsion is made large compared with the C–H hopping, the chain approaches the covalent result: with the middle hopping set to 0.003 of the C–H hopping t_CH, the chain differs from the law a²λ/(4Δ²), evaluated with λ = 4t²/U and the leading-order bond gap Δ = 4t_CH²/U, by 0.13% of that law at U/t_CH = 40 and by 0.03% at U/t_CH = 80. The numerical check covers this limit together with the spin algebra and the angular forms.

### What each derivation assumes

Both derivations of hJ = a²λ/(4Δ²) use the same spin Hamiltonian, the contact interaction alone, a singlet ground state and |λ| much smaller than Δ. They differ in what has to be known. The first needs the polarization of an isolated bond and one average. It relies on the isotropy of the singlet, which lets fixed fields along z stand in for quantum nuclear spins, and it extends easily to other exchange paths and to the next order in λ. The second needs the excited states and the correlated ground state. It takes more care, since omitting either contribution loses half the answer, but it shows which states transmit the coupling.

The two routes to the angular dependence differ more. The first assumes a mechanism, hopping with constant U, and in return gives the coefficients, the positive sign of C and the condition t₀ = 0 for a pure cos² law. The second assumes that λ is quadratic in each hybrid and that the surroundings are symmetric and do not change with φ. It admits direct exchange, but does not by itself fix the size or sign of any coefficient. Both fail if substituents destroy the reflection symmetry: an element between σ₁ and y₂, for example, adds a term in sinφ to t, and J(φ) then differs from J(−φ). Both also fail if the bond angles or the hybrids change during the rotation, because t₀, t₁ and Δ are then functions of φ themselves.

Numbers as computed

```
C-H singlet-triplet gap Delta = 10.0 eV
Ionic cost U = 10.0 eV
Axial hopping t0 = 0.10 eV
Angular hopping t1 = -1.00 eV
Tetrahedral pi weight eta^2 = 0.666667 (no unit)
Hydrogen contact constant a/h = 1422.81 MHz
Hydrogen contact constant a = 5.88426e-06 eV
Covalent prefactor a^2/(h U Delta^2) = 8.3722 Hz/eV^2
Coefficient A = 0.0837 Hz
Coefficient B = -1.6744 Hz
Coefficient C = 8.3722 Hz
J columns: derived law, exact spin model, full-CI Hubbard chain
phi=  0 deg: t=-0.9000 eV, lam=0.32400 eV
  J = 6.7815, 6.8715, 2.8461 Hz
phi= 30 deg: t=-0.7660 eV, lam=0.23472 eV
  J = 4.9127, 4.9599, 2.0615 Hz
phi= 60 deg: t=-0.4000 eV, lam=0.06400 eV
  J = 1.3395, 1.3430, 0.5619 Hz
phi= 90 deg: t=0.1000 eV, lam=0.00400 eV
  J = 0.0837, 0.0837, 0.0351 Hz
phi=120 deg: t=0.6000 eV, lam=0.14400 eV
  J = 3.0140, 3.0317, 1.2645 Hz
phi=150 deg: t=0.9660 eV, lam=0.37328 eV
  J = 7.8130, 7.9327, 3.2793 Hz
phi=180 deg: t=1.1000 eV, lam=0.48400 eV
  J = 10.1303, 10.3322, 4.2528 Hz
Angle of minimum J = 84.26 deg
Uniform rotational mean of J = 4.2698 Hz
Computed first-correction slope = 0.40636 (no unit)
Derived first-correction slope = 0.40625 (no unit)
Hubbard C-H hopping for this gap = 7.0711 eV
Full-CI small-t prefactor = 3.5117 Hz/eV^2
Full-CI/covalent prefactor = 0.4195
Covalent-limit error at U/t_CH=40: 0.126 %
Covalent-limit error at U/t_CH=80: 0.032 %
STO-3G carbon-carbon distance = 1.54 angstrom
STO-3G direct exchange k0 = 0.0133 eV
STO-3G direct exchange k1 = -0.0019 eV
STO-3G direct exchange k2 = 0.0197 eV
STO-3G mean intersite repulsion = 7.519 eV
STO-3G intersite repulsion range = 0.460 eV
```
